# Imperfect electrode screening in ferroelectric films: depolarizing field and Landau coefficient

## The decision

A Landau or phase-field calculation of a ferroelectric film between metal electrodes needs a quadratic coefficient. If the bulk value is used with zero field in a short-circuited film, the electrodes are being treated as perfect. Real electrodes screen over a finite length, and the remaining field can remove the polarization of a film a few nanometres thick. The correction may enter as a field or as a shifted coefficient, but not as both.

For a film of thickness $d$ with uniform polarization $P$ along its normal, the two forms are

$$E=-\frac{\Lambda P}{\varepsilon_0(d+\varepsilon_b\Lambda)},\qquad a_{\rm eff}=a+\frac{\Lambda}{\varepsilon_0(d+\varepsilon_b\Lambda)}. \tag{1}$$

Here $\varepsilon_b$ is the background relative permittivity of the film and $\Lambda$ is a length set by the electrodes. The field is inversely proportional to $d$ in thick films; how thick is derived below.

## Model and conventions

The film occupies $0<z<d$, and positive $P$ points along $+z$. $P$ is the soft-mode polarization; the remaining dielectric response sits in $\varepsilon_b$, so the displacement is

$$D=\varepsilon_0\varepsilon_bE+P. \tag{2}$$

The Landau energy density is $f=\tfrac12aP^2+\tfrac14bP^4$, with $b>0$ and $a=(T-T_0)/(\varepsilon_0C)$, where $C$ is the Curie constant. In a given field the bulk equation of state is $E=aP+bP^3$. A code that writes the quadratic term as $\alpha P^2$ has $\alpha=a/2$, and its coefficient rises by half the shift in (1).

The electrodes are much thicker than their screening lengths, have equal work functions and are short-circuited. Their electrons are degenerate and respond linearly. The film contains no free or trapped charge, its Landau energy has no surface term, and it is at first a single domain.

## Potential drop in the electrodes

Let $\phi$ be the potential relative to the deep interior of an electrode. In equilibrium the electrochemical potential is constant, so a potential $\phi$ raises the electron density by $Ne\phi$, where $N$ is the density of states at the Fermi level per unit volume and energy. The charge density is therefore $-\kappa\phi$ with $\kappa=e^2N$. Gauss's law with lattice permittivity $\varepsilon_i$ in electrode $i$ gives

$$\varepsilon_0\varepsilon_i\phi''=\kappa_i\phi,\qquad \lambda_i^2=\frac{\varepsilon_0\varepsilon_i}{\kappa_i}. \tag{3}$$

The decaying solutions are $\phi=\phi_1e^{z/\lambda_1}$ for $z<0$ and $\phi=\phi_2e^{-(z-d)/\lambda_2}$ for $z>d$. There is no sheet of free charge at the interfaces, so $D$ is continuous there. Inside a metal $D=-\varepsilon_0\varepsilon_i\phi'$, which at the two faces reads $D=-\varepsilon_0\varepsilon_1\phi_1/\lambda_1$ and $D=+\varepsilon_0\varepsilon_2\phi_2/\lambda_2$. Hence

$$\phi_1=-\frac{D\lambda_1}{\varepsilon_0\varepsilon_1},\qquad \phi_2=\frac{D\lambda_2}{\varepsilon_0\varepsilon_2}. \tag{4}$$

The short circuit puts both deep interiors at the same potential, so the difference across the film is $\phi_2-\phi_1=-Ed$. Inserting (4),

$$Ed+\frac{\Lambda D}{\varepsilon_0}=0,\qquad \Lambda=\frac{\lambda_1}{\varepsilon_1}+\frac{\lambda_2}{\varepsilon_2}. \tag{5}$$

Equation (5) gives $E=-\Lambda D/(\varepsilon_0d)$. Substitution in (2) yields $D=P-\varepsilon_b\Lambda D/d$, so that

$$D=\frac{Pd}{d+\varepsilon_b\Lambda}, \tag{6}$$

and putting this back into $E=-\Lambda D/(\varepsilon_0d)$ gives the field in (1).

At fixed $P$ there are two limits. For $d\gg\varepsilon_b\Lambda$ the field is $-\Lambda P/(\varepsilon_0d)$: the potential drops in the metals are then nearly independent of $d$, and the film must balance them over its whole thickness. For $d\to0$ the field saturates at $-P/(\varepsilon_0\varepsilon_b)$, the value for a film without electrodes, because $D$ tends to zero.

## Energy and the shifted coefficient

The energy of electrode 1 has two parts per unit area. The field energy is

$$\frac{\varepsilon_0\varepsilon_1}{2}\int_{-\infty}^0\phi'^2dz=\frac{\varepsilon_0\varepsilon_1}{2}\,\frac{\phi_1^2}{\lambda_1^2}\,\frac{\lambda_1}{2}=\frac{\varepsilon_0\varepsilon_1\phi_1^2}{4\lambda_1}.$$

Changing the electron density by $\delta n=Ne\phi$ costs $\delta n^2/(2N)=\kappa\phi^2/2$ per unit volume. The term linear in $\delta n$ cancels between the electrodes, because they share one Fermi level and the stack is neutral. The integral is $\kappa_1\phi_1^2\lambda_1/4$, which by (3) equals the field energy. With (4) the sum is $D^2\lambda_1/(2\varepsilon_0\varepsilon_1)$, and electrode 2 gives the same form. Adding the background energy of the film,

$$W=\frac{d\,\varepsilon_0\varepsilon_bE^2}{2}+\frac{\Lambda D^2}{2\varepsilon_0}
=\frac{P^2\left(d\,\varepsilon_b\Lambda^2+d^2\Lambda\right)}{2\varepsilon_0(d+\varepsilon_b\Lambda)^2}
=\frac{d\,\Lambda P^2}{2\varepsilon_0(d+\varepsilon_b\Lambda)}. \tag{7}$$

The last step takes out the factor $d\Lambda(\varepsilon_b\Lambda+d)$. Dividing by $d$ and comparing with $\tfrac12aP^2$ gives $a_{\rm eff}$ in (1). The shift is positive because both terms of $W$, the background energy of the film and the energy of the screening charge in the metals, are positive.

Differentiating, $(1/d)\,dW/dP=-E$. Minimizing $f+W/d$ therefore gives $aP+bP^3=E$, which is the bulk equation of state in the depolarizing field. This is why the field and the shifted coefficient must not be used together.

Equations (1) and (7) were compared with a finite-element solution of the full metal/film/metal stack. The electrodes had $\lambda_1=0.05$ nm, $\varepsilon_1=3$, $\lambda_2=0.12$ nm and $\varepsilon_2=10$, with $\varepsilon_b=7$. For thicknesses of 0.01, 0.5, 10 and 1000 nm, field and energy agreed within a relative $2\times10^{-4}$.

## Equilibrium polarization and critical thickness

Below $T_0$, let $P_0^2=|a|/b$ be the squared polarization of a thick film, and define

$$u=d+\varepsilon_b\Lambda,\qquad u_c=\frac{\Lambda}{\varepsilon_0|a|}=\frac{\Lambda C}{T_0-T}.$$

Then $a_{\rm eff}=-|a|(1-u_c/u)$. The nonzero solution of $a_{\rm eff}P+bP^3=0$ is

$$P=P_0\sqrt{1-\frac{u_c}{u}}. \tag{8}$$

It exists for $u>u_c$, that is, above the critical thickness

$$d_c=u_c-\varepsilon_b\Lambda=\Lambda\left(\frac{C}{T_0-T}-\varepsilon_b\right). \tag{9}$$

If the bracket is negative there is no critical thickness in this model: even the full depolarizing stiffness $1/(\varepsilon_0\varepsilon_b)$ is then smaller than $|a|$. At fixed thickness, setting $a_{\rm eff}=0$ gives the temperature at which the uniform state appears,

$$T_c(d)=T_0-\frac{C\Lambda}{d+\varepsilon_b\Lambda}. \tag{10}$$

For $b<0$ with a stabilizing sixth-order term the shift of $a$ is unchanged, but (8) to (10) no longer locate the transition, which is then discontinuous.

## When the inverse-thickness law holds

In equilibrium $P$ itself depends on $d$. From (1) and (8),

$$|E|=\frac{\Lambda P_0}{\varepsilon_0}\,\frac1u\sqrt{1-\frac{u_c}{u}}. \tag{11}$$

For large $d$, $1/u=(1/d)(1-\varepsilon_b\Lambda/d+\dots)$ and the root is $1-u_c/(2d)+\dots$, so

$$E=-\frac{\Lambda P_0}{\varepsilon_0d}\left[1-\frac{\varepsilon_b\Lambda+u_c/2}{d}+\dots\right]. \tag{12}$$

The condition is thus $d\gg\varepsilon_b\Lambda+u_c/2$, which is stricter than $d\gg\varepsilon_b\Lambda$.

If there is a critical thickness, $|E|$ passes through a maximum as the film is thinned towards it. The square of (11) is proportional to $u^{-2}-u_cu^{-3}$, whose derivative $-2u^{-3}+3u_cu^{-4}$ vanishes at $u=3u_c/2$. There $P=P_0/\sqrt3$. Since $\Lambda/(\varepsilon_0u_c)=|a|$,

$$|E|_{\max}=\frac{2}{3\sqrt3}\,|a|P_0. \tag{13}$$

This is the intrinsic coercive field. The bulk curve $E=aP+bP^3$ turns where $a+3bP^2=0$, again at $P_0/\sqrt3$, and its value there is $-(|a|P_0/\sqrt3)(1-\tfrac13)$. The equality follows because the film obeys its own bulk curve at every thickness. Between $d_c$ and the maximum it sits on the part of that curve where $dE/dP<0$. The electrodes stabilize it against uniform changes of $P$, though not necessarily against domains (see below): the total stiffness is $a_{\rm eff}+3bP^2=-2a_{\rm eff}>0$.

## Worked example: a 10 nm film

The parameters are rough round values in the regime of compressively strained barium titanate between strontium ruthenate electrodes: $\lambda=0.08$ nm and $\varepsilon_e=8$ for each electrode, $\varepsilon_b=10$, $C=1.5\times10^5$ K, $T_0=1300$ K, $T=300$ K and $P_0=30$ µC/cm². They give

$$\Lambda=2\times\frac{0.08}{8}=0.02\ \text{nm},\quad \frac{C}{T_0-T}=150,\quad u_c=150\times0.02=3.0\ \text{nm}.$$

The bulk coefficient is $a=-1/(150\,\varepsilon_0)=-7.53\times10^8$ J m/C², and $b=|a|/P_0^2=8.37\times10^9$ J m⁵/C⁴. With $u=10+10\times0.02=10.2$ nm,

$$\Delta a=\frac{0.02/10.2}{\varepsilon_0}=2.21\times10^8\ \text{J m/C}^2,\qquad a_{\rm eff}=-5.31\times10^8\ \text{J m/C}^2.$$

The polarization is $30\sqrt{1-3.0/10.2}=25.2$ µC/cm². The field is $-\Delta a\,P=-2.21\times10^8\times0.252=-5.6\times10^7$ V/m, or $-0.56$ MV/cm. The film carries 0.56 V, balanced by 0.28 V in each electrode.

The critical thickness is $3.0-0.2=2.8$ nm, and the uniform state appears at $1300-1.5\times10^5\times0.02/10.2=1006$ K. That temperature rests on a linear Curie-Weiss law over a wide range and is a measure of the shift, not a prediction.

The length in the bracket of (12) is $0.2+1.5=1.7$ nm. At 100 nm the leading law gives 0.068 MV/cm against 0.067 from (11). At 10 nm it gives 0.68 MV/cm, 21% above the full value. At 3 nm it gives 2.3 MV/cm against 0.53, mainly because $P$ has fallen to 7.5 µC/cm²; at that thickness the uniform state is already unstable to stripe domains (see below). The largest field, 0.87 MV/cm, occurs at $4.5-0.2=4.3$ nm.

## Stripe domains

Domains of alternating polarization reduce the depolarizing energy, so the single-domain assumption needs its own estimate. Take $P\cos kx$, uniform through the thickness, between equal electrodes. The film has in-plane permittivity $\varepsilon_x$, and a term $\tfrac12g(\partial_xP)^2$ is added to the energy density.

Since the polarization does not vary along $z$, it has no bulk charge, and in the film $\varepsilon_b\partial_z^2\phi+\varepsilon_x\partial_x^2\phi=0$. The solution odd about the midplane is

$$\phi=A\sinh[p(z-d/2)]\cos kx,\qquad p=k\sqrt{\varepsilon_x/\varepsilon_b}.$$

In the metal the lateral variation adds $k^2$ to the screening, so $\phi$ decays at the rate $q=\sqrt{k^2+1/\lambda^2}$. Let $\phi_s=A\sinh(pd/2)$ be the amplitude at the upper face. Continuity of $D_z$ there reads $P-\varepsilon_0\varepsilon_bp\coth(pd/2)\,\phi_s=\varepsilon_0\varepsilon_eq\,\phi_s$, hence

$$\phi_s=\frac{P}{\varepsilon_0[\varepsilon_bp\coth(pd/2)+\varepsilon_eq]}.$$

The electrostatic energy of a linear medium is half the bound charge times the potential. The two faces contribute equally and $\cos^2kx$ averages to $\tfrac12$, so the energy per area is $\tfrac12P\phi_s$. The Landau term $\tfrac12aP^2\cos^2kx$ averages to $daP^2/4$ per area. The electrostatic addition to $a$ is therefore $2\phi_s/(Pd)$, and with the gradient term

$$S(k)=\frac{2}{\varepsilon_0d\,[\varepsilon_bp\coth(pd/2)+\varepsilon_eq]}+gk^2. \tag{14}$$

For $k\to0$, $p\coth(pd/2)\to2/d$ and $\varepsilon_eq\to\varepsilon_e/\lambda=2/\Lambda$, which returns the shift in (1).

With rough values $\varepsilon_x=200$ and $g=5\times10^{-11}$ J m³/C², the minimum of $S(k)$ at 10 nm is 0.88 of $S(0)$. With these constants held fixed, the lowering of the transition shrinks from 294 K to $0.885\times294=260$ K. Among profiles uniform along $z$, stripes thus appear on cooling near 1040 K, before the uniform state could. This is a lower bound on the onset in the model: if the profile may also vary along $z$, the onset rises above 1150 K.

At 300 K the amplitudes are large, and stripe profiles of any shape along $x$, but still uniform along $z$, were minimized numerically for eight domain widths from 2 to 80 nm. The measure is the energy gained relative to the unpolarized film, divided by the gain of the single domain:

- At $d=4$ nm the best stripes, 3 nm wide, gain 1.63 times as much, and about 3.3 times if the profile may also vary along $z$. The single domain is not the ground state.
- At 10 nm the best ratio is 1.004, for 20 nm domains. This near-degeneracy is a result of the restriction: if the profile may also vary along $z$, the ratio rises to about 1.1 for domains 5 to 8 nm wide.
- At 30 nm none of the widths wins; the best ratio, 0.993, belongs to the widest domains tried. Because of the same restriction, this does not prove that the single domain is the ground state there.

The 10 nm single domain is therefore not the ground state of this model either, but the margin is modest and depends on the wall energy. A wall $P_0\tanh(x/\xi)$ solves $gP''=aP+bP^3$ with $\xi=\sqrt{2g/|a|}$, here about 0.36 nm. That is roughly one lattice cell, where a continuum gradient energy is only a rough guide. The 10 nm single domain is at least locally stable: its stiffness $a+3bP^2+S(k)$ against these modulations has a minimum of about $1.38|a|$, or about $1.25|a|$ if they may vary along $z$. It cannot fall below $a+3bP^2=1.12|a|$, because the electrostatic and gradient terms are not negative.

Equation (9) accordingly marks where the uniform solution ceases to exist. It is not a proof that thinner films have no local polarization, and it is not the limit of stability. For these parameters the stiffness $a+3bP^2+S(k)$ turns negative below about 3.1 nm, or below about 3.6 nm if the modulation may vary along $z$. The uniform state thus becomes unstable to stripes before $d_c=2.8$ nm is reached.

## Other neglected effects

**Nonlinear screening.** The linear theory puts a surface charge density $D/\lambda$ in the electrode. For 60 electrons per nm³ this is 0.32 of the electron charge density, which is not small. In a parabolic band with Fermi energy $E_F$, let $x=e\phi/E_F$ at the surface. The electron density is $n(1+x)^{3/2}$; multiplying Poisson's equation by $\phi'$ and integrating once gives

$$\frac{D^2}{2\varepsilon_0\varepsilon_e nE_F}=\tfrac25\left[(1+x)^{5/2}-1\right]-x=\tfrac34x^2\left(1+\tfrac{x}{6}+\dots\right).$$

If $x_l$ is the magnitude in linear theory, the electrode that gains electrons has $x=x_l-x_l^2/12$, and the other has $|x|=x_l+x_l^2/12$, to second order. The corrections cancel in the sum, which is what enters (5). With $E_F=1.3$ eV the full sum exceeds the linear one by 0.1%. The cancellation needs similar electrodes. Thermal smearing is small, since $kT=0.026$ eV.

**Leakage and breakdown.** The field is 0.28 of a rough breakdown field of 2 MV/cm. The potential in the electrode lowers a 1 eV barrier to 0.72 eV at one face, which matters for emission under bias. For a rectangular 1 eV barrier and the free-electron mass, the tunnelling exponent is about 100 at 10 nm and 29 at the critical thickness.

**Trapped charge.** Let sheets $+\sigma_t$ at $z=0$ and $-\sigma_t$ at $z=d$ compensate part of the bound charge. The displacement in the metal faces is then $D-\sigma_t$, and (5) becomes $Ed+\Lambda(D-\sigma_t)/\varepsilon_0=0$. With (2),

$$E=-\frac{\Lambda(P-\sigma_t)}{\varepsilon_0(d+\varepsilon_b\Lambda)}. \tag{15}$$

At fixed $P$, trapping a tenth of the bound charge, 2.5 µC/cm² here, lowers the field by a tenth.

## Relation to real films

The value of $\Lambda$ needs particular care. A screening length of 0.08 nm is shorter than an atomic spacing, so the Thomas-Fermi profile should not be taken literally, and $\Lambda$ is best treated as a property of the interface. By (9), doubling it with all else fixed doubles the critical thickness, from 2.8 to 5.6 nm. Real capacitors may also break the assumptions of a single domain and of no trapped charge; the estimates above show that domains matter most at about 10 nm and below for these parameters. A local change of bonding at the interface adds a surface energy proportional to $P^2$, which after division by $d$ also scales as $1/d$. Thickness dependence alone therefore cannot separate it from screening in thick films.

## Implementation

1. Obtain $\Lambda$ from a short-circuited first-principles capacitor through (5), $\Lambda=-\varepsilon_0Ed/D$, with $E$ the macroscopically averaged film field. Such a calculation already contains the depolarizing field, so no shift is to be added to its energies.
2. Keep the definition of polarization consistent. If the code reports the total $P_t=D-\varepsilon_0E$, the same elimination with $\varepsilon_b$ replaced by 1 gives $E=-\Lambda P_t/[\varepsilon_0(d+\Lambda)]$. Landau coefficients fitted to $P$ must not be combined with $P_t$.
3. For a laterally uniform film, either solve $aP+bP^3=E$ with the field from (1), or minimize with $a_{\rm eff}$ and no field.
4. For a film with domains, do not put $a_{\rm eff}$ into the local energy. That would give every lateral Fourier component the electrostatic stiffness of $k=0$ and remove the energy gain that drives domain formation. Solve Poisson's equation with the electrodes included and let $P$ vary along $z$. Equation (14) holds only for polarization uniform along $z$, a restriction that underestimates the energy gain of domains.

The numerical output below lists the values for the example.

## Computed values

```
INPUTS (rough round values)
Thomas-Fermi length, each electrode: 0.08 nm
electrode lattice permittivity: 8
film background permittivity: 10
film in-plane permittivity: 200
Curie constant: 1.50e+05 K
T0: 1300 K, temperature of use: 300 K
thick-film polarization P0: 30.0 uC/cm2
film thickness: 10.0 nm
gradient coefficient g: 5.0e-11 J m3/C2
electrode electron density: 60 per nm3
barrier: 1.0 eV, breakdown: 2.0 MV/cm
RESULTS
screening length sum L: 0.0200 nm
eb*L: 0.200 nm, u_c: 3.000 nm
a: -7.5294e+08 J m/C2
b: 8.3660e+09 J m5/C4
increase of a: 2.2145e+08 J m/C2
a_eff: -5.3149e+08 J m/C2
film polarization: 25.21 uC/cm2
electrode charge D: 24.71 uC/cm2
depolarizing field: -0.5582 MV/cm
potential drop in film: 0.558 V
potential drop in each electrode: 0.279 V
critical thickness: 2.800 nm (numerical 2.800)
T_c of the film: 1005.9 K, lowering: 294.1 K
length in first 1/d correction: 1.700 nm
thickness of peak field: 4.300 nm (numerical 4.300)
peak field: 0.8694, coercive: 0.8694 MV/cm
d (nm), P (uC/cm2), E and -L*P0/(eps0*d) (MV/cm)
   3.0     7.50   -0.5294   -2.2588
   5.0    19.51   -0.8476   -1.3553
  10.0    25.21   -0.5582   -0.6776
  20.0    27.68   -0.3096   -0.3388
  50.0    29.09   -0.1309   -0.1355
 100.0    29.55   -0.0666   -0.0678
NEGLECTED EFFECTS
field / breakdown field: 0.279
nonlinear / linear electrode drops: 1.0013
linear surface charge / electron density: 0.321
Fermi energy: 1.303 eV, kT: 0.0259 eV
lowered barrier at one face: 0.721 eV
tunnel exponent, 10 nm film: 102.5
tunnel exponent at critical thickness: 28.7
isolated wall energy: 16.46 mJ/m2
least stripe / uniform added stiffness: 0.8846
least stiffness of single domain: 1.378 |a|
stripe/single energy gain (above 1: stripes lower), widths 2-80 nm
d=4 nm: best 1.6285 at 3 nm; 1.5861 at 5 nm
d=10 nm: best 1.0044 at 20 nm; 0.9338 at 5 nm
d=30 nm: best 0.9931 at 80 nm; 0.8405 at 5 nm
```
